# Conductivity of Site-Excluding Vacancies: The c(1−c) Law and Its Limits: test program

```python
"""Ionic conductivity of vacancies with site exclusion and no other interaction.

Result under test (simple cubic lattice, atomic units, e = 1):
    sigma = Z^2 * Gamma * c * (1 - c) / (a * kT),  largest at c = 1/2
Z: vacancy charge number; Gamma: hop rate to one given filled neighbour;
c: fraction of sites vacant; a: site spacing; kT: thermal energy.
At finite field E the particle current per bond is
    2 * Gamma * sinh(u) * c * (1 - c),  u = Z*E*a/(2*kT).
The tests solve the master equation of small periodic lattices, built hop by
hop, without assuming its stationary distribution.
"""
from itertools import combinations, product
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import binom


def build_generator(shape, count, bias, rate=None):
    """Generator and x-drift for 'count' vacancies; time unit is 1/Gamma."""
    sites = list(product(*[range(length) for length in shape]))
    number = {site: k for k, site in enumerate(sites)}
    neighbours = []
    for site in sites:
        links = []
        for axis, length in enumerate(shape):
            for step in (1, -1):
                target = list(site)
                target[axis] = (target[axis] + step) % length
                links.append((number[tuple(target)], step if axis == 0 else 0))
        neighbours.append(links)
    masks = [sum(1 << k for k in chosen)
             for chosen in combinations(range(len(sites)), count)]
    index = {mask: k for k, mask in enumerate(masks)}
    generator = np.zeros((len(masks), len(masks)))
    drift = np.zeros(len(masks))
    for start, mask in enumerate(masks):
        for i in range(len(sites)):
            if not (mask >> i) & 1:
                continue
            for j, step in neighbours[i]:
                if (mask >> j) & 1:
                    continue
                w = np.exp(bias * step)
                if rate is not None:
                    w *= rate(mask, i, j)
                end = index[mask ^ (1 << i) ^ (1 << j)]
                generator[end, start] += w
                generator[start, start] -= w
                drift[start] += w * step
    return generator, drift


def steady_current(shape, count, bias, rate=None):
    """Steady particle current per x-bond, in units of Gamma."""
    generator, drift = build_generator(shape, count, bias, rate)
    generator[-1, :] = 1.0
    rhs = np.zeros(len(drift))
    rhs[-1] = 1.0
    return drift @ np.linalg.solve(generator, rhs) / np.prod(shape)


# ---- Example inputs: rough typical values for Dy-doped hafnia ----
Z = 2
dy_fraction = 0.04
spacing_nm = 0.255
barrier_eV = 0.70
attempt_Hz = 1.0e13
permittivity = 30.0
field_MV_cm = 1.0
thickness_nm = 10.0
pulse_s = 1.0e-6
T_use, T_anneal = 358.0, 873.0
kB_eV = sc.k / sc.e


def vacancy_fraction(x):
    """Charge balance of Hf(4+), Dy(3+), O(2-); two oxygen sites per cation."""
    oxygen_per_cation = (4 * (1 - x) + 3 * x) / 2
    return 1 - oxygen_per_cation / 2


def hop_rate(T):
    return attempt_Hz * np.exp(-barrier_eV / (kB_eV * T))


def conductivity(c, T):
    """Derived formula in atomic units, converted to S/cm."""
    pc = sc.physical_constants
    gamma_au = hop_rate(T) * pc["atomic unit of time"][0]
    a_au = spacing_nm * 1e-9 / pc["Bohr radius"][0]
    kT_au = kB_eV * T / pc["Hartree energy in eV"][0]
    unit_S_cm = sc.e**2 / (sc.hbar * pc["Bohr radius"][0]) / 100
    return Z**2 * gamma_au * c * (1 - c) / (a_au * kT_au) * unit_S_cm


c_example = vacancy_fraction(dy_fraction)
a_cm = spacing_nm * 1e-7
field_V_cm = field_MV_cm * 1e6
kT_use = kB_eV * T_use
u_use = Z * field_V_cm * a_cm / (2 * kT_use)

# ---- Test: finite-field current on a two-dimensional lattice ----
shape = (4, 3)
N = 12
currents = np.array([steady_current(shape, M, u_use) for M in range(N + 1)])
scaled = currents / (2 * np.sinh(u_use))
for M in range(N + 1):
    assert abs(scaled[M] - M * (N - M) / (N * (N - 1))) < 1e-10
assert np.argmax(scaled) == N // 2


def mixed_current(c):
    """Solved currents averaged over independently occupied sites."""
    return float(binom.pmf(np.arange(N + 1), N, c) @ scaled)


c_table = [c_example, 0.25, 0.50, 0.75]
for c in c_table:
    assert abs(mixed_current(c) - c * (1 - c)) < 1e-10
c_peak = minimize_scalar(lambda c: -mixed_current(c), bounds=(0.05, 0.95),
                         method="bounded", options={"xatol": 1e-8}).x
assert abs(c_peak - 0.5) < 1e-5

# ---- Test: three dimensions ----
current_3d = steady_current((3, 3, 3), 3, u_use) / (2 * np.sinh(u_use))
expected_3d = 3 * 24 / (27 * 26)
assert abs(current_3d - expected_3d) < 1e-10

# ---- Test: no net drift in any configuration at zero field ----
free_drift = np.max(np.abs(build_generator(shape, 5, 0.0)[1]))
assert free_drift < 1e-12

# ---- Test: slowest density relaxation does not depend on occupancy ----
ring = 10
gaps = []
for M in range(1, ring):
    levels = np.linalg.eigvalsh(build_generator((ring,), M, 0.0)[0])
    gaps.append(-levels[-2])
gap_expected = 2 * (1 - np.cos(2 * np.pi / ring))
assert np.allclose(gaps, gap_expected, atol=1e-10)

# ---- Test: nearest-neighbour repulsion breaks the law ----
repulsion_kT = 4.0


def repulsive_rate(mask, i, j):
    rest = mask ^ (1 << i)

    def contacts(k):
        return ((rest >> ((k + 1) % 12)) & 1) + ((rest >> ((k - 1) % 12)) & 1)
    return np.exp(-repulsion_kT * (contacts(j) - contacts(i)) / 2)


small = 1e-3
repelled = np.array([steady_current((12,), M, small, repulsive_rate)
                     / (2 * small) for M in range(7)])
M_peak = int(np.argmax(repelled))
assert M_peak < 6 and repelled[M_peak] > repelled[6]
repelled_drift = np.max(np.abs(
    build_generator((12,), 5, 0.0, repulsive_rate)[1]))
assert repelled_drift > 0.1

# ---- Test: dilute traps scale the current by free-site occupancy / c ----
trap_depth_kT = 3.0
trap_sites = (0, 13)


def trap_rate(mask, i, j):
    return np.exp(-trap_depth_kT) if i in trap_sites else 1.0


trap_ratio = (steady_current((3, 3, 3), 1, small, trap_rate)
              / steady_current((3, 3, 3), 1, small))
free_probability = 1 / (25 + 2 * np.exp(trap_depth_kT))
assert abs(trap_ratio - 27 * free_probability) < 1e-5


def trap_factor(c, trap_share, depth_eV, T):
    """Free-site occupancy / c when a share of the sites lies lower."""
    b = depth_eV / (kB_eV * T)

    def occupancy(log_weight):
        free = 1 / (1 + np.exp(-log_weight))
        trapped = 1 / (1 + np.exp(-log_weight - b))
        return free, trap_share * trapped + (1 - trap_share) * free
    root = brentq(lambda y: occupancy(y)[1] - c, -60, 10)
    return occupancy(root)[0] / c


# ---- Test: unit conversion against a hop count in practical units ----
weak_field = 1e3  # V/cm
u_weak = Z * weak_field * a_cm / (2 * kT_use)
net_hops = hop_rate(T_use) * (np.exp(u_weak) - np.exp(-u_weak))
sigma_count = (Z * sc.e * net_hops * c_example * (1 - c_example)
               / a_cm**2 / weak_field)
sigma_use = conductivity(c_example, T_use)
assert abs(sigma_count / sigma_use - 1) < 1e-5

# ---- Example results and neglected effects ----
sigma_anneal = conductivity(c_example, T_anneal)
vacancy_density = c_example / a_cm**3
mobility = sigma_use / (Z * sc.e * vacancy_density)
nonlinearity = np.sinh(u_use) / u_use
current_density = sigma_use * field_V_cm * nonlinearity
pulse_charge = current_density * pulse_s * 1e6
eps_F_cm = sc.epsilon_0 * permittivity / 100
relaxation_s = eps_F_cm / sigma_use
screening_charge = eps_F_cm * field_V_cm * 1e6
vacancy_charge = Z * sc.e * vacancy_density * thickness_nm * 1e-7 * 1e6
coulomb_eV_nm = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
mean_distance = spacing_nm * c_example**(-1 / 3)
pair_energy = Z**2 * coulomb_eV_nm / (permittivity * mean_distance)
dy_distance = spacing_nm * np.sqrt(3) / 2
dy_attraction = Z * coulomb_eV_nm / (permittivity * dy_distance)
near_dy = 1 - (1 - dy_fraction)**4
tunnelling = 1 + (sc.h * attempt_Hz / (sc.k * T_use))**2 / 24

print("TESTS OF THE LAW")
for c in c_table:
    print(f"c = {c:.2f}: solved current/(2 Gamma sinh u) = "
          f"{mixed_current(c):.6f}, c(1-c) = {c*(1-c):.6f}")
print(f"Occupancy at maximum solved current = {c_peak:.4f}")
print(f"3D, 3 vacancies on 27 sites: solved {current_3d:.6f}, "
      f"counted {expected_3d:.6f}")
print(f"Largest zero-field drift, exclusion only = {free_drift:.1e} Gamma")
print(f"Largest zero-field drift, with repulsion = {repelled_drift:.2f} Gamma")
print(f"Ring of {ring}: slowest relaxation rate, M=1..9: "
      f"{min(gaps):.6f} to {max(gaps):.6f} Gamma")
print(f"Ring of 12, repulsion {repulsion_kT:.0f} kT: peak at M = {M_peak} "
      f"(searched M = 0 to 6)")
print(f"  scaled current at that peak = {repelled[M_peak]:.4f}, "
      f"at M = 6: {repelled[6]:.4f}")
print(f"Two traps {trap_depth_kT:.0f} kT deep on 27 sites: solved current "
      f"ratio = {trap_ratio:.4f}")
print("EXAMPLE INPUTS (rough)")
print(f"Dy fraction of cations = {dy_fraction:.2f}; charge number Z = {Z}")
print(f"Oxygen site spacing = {spacing_nm:.3f} nm")
print(f"Migration barrier = {barrier_eV:.2f} eV; attempt = {attempt_Hz:.0e} Hz")
print(f"Relative permittivity = {permittivity:.0f}; "
      f"film = {thickness_nm:.0f} nm")
print(f"Field = {field_MV_cm:.1f} MV/cm; pulse = {pulse_s:.0e} s")
print("EXAMPLE RESULTS")
print(f"Vacancy occupancy c = {c_example:.4f}; c(1-c) = "
      f"{c_example*(1-c_example):.4f}")
print(f"Vacancy occupancy at Dy fraction 1 = {vacancy_fraction(1.0):.2f}")
ratio_limit = (conductivity(vacancy_fraction(1.0), T_use)
               / conductivity(0.5, T_use))
print(f"Model conductivity there / model maximum = {ratio_limit:.2f}")
for T, sigma in ((T_use, sigma_use), (T_anneal, sigma_anneal)):
    print(f"T = {T:.0f} K: kT = {kB_eV*T:.5f} eV, Gamma = {hop_rate(T):.3e} /s")
    print(f"  conductivity = {sigma:.3e} S/cm, model maximum (c=1/2) = "
          f"{conductivity(0.5, T):.3e} S/cm")
print(f"Conductivity at {T_use:.0f} K in SI = {sigma_use*100:.3e} S/m")
print(f"Vacancy density = {vacancy_density:.3e} /cm3")
print(f"Vacancy mobility at {T_use:.0f} K = {mobility:.3e} cm2/Vs")
print(f"Current density at the field, {T_use:.0f} K = "
      f"{current_density:.3e} A/cm2")
print(f"Charge passed in the pulse = {pulse_charge:.4f} uC/cm2")
print(f"Dielectric relaxation time = {relaxation_s:.3e} s")
print(f"Charge that screens the field = {screening_charge:.2f} uC/cm2")
print(f"Total vacancy charge in the film = {vacancy_charge:.0f} uC/cm2")
print("NEGLECTED EFFECTS")
print(f"Field: u = {u_use:.3f}, sinh(u)/u = {nonlinearity:.3f}")
print(f"Mean vacancy distance = {mean_distance:.3f} nm")
print(f"Vacancy repulsion there = {pair_energy:.3f} eV = "
      f"{pair_energy/kT_use:.1f} kT at {T_use:.0f} K, "
      f"{pair_energy/(kB_eV*T_anneal):.1f} kT at {T_anneal:.0f} K")
print(f"Dy-vacancy continuum attraction at {dy_distance:.3f} nm = "
      f"{dy_attraction:.2f} eV")
print(f"Share of oxygen sites next to Dy = {near_dy:.3f}")
for depth in (0.1, 0.2, 0.4):
    print(f"Dy trap {depth:.1f} eV: conductivity factor "
          f"{trap_factor(c_example, near_dy, depth, T_use):.2e} at "
          f"{T_use:.0f} K, "
          f"{trap_factor(c_example, near_dy, depth, T_anneal):.2e} at "
          f"{T_anneal:.0f} K")
print(f"Half the sites lower by 0.1 eV: factor "
      f"{trap_factor(c_example, 0.5, 0.1, T_use):.3f} at {T_use:.0f} K")
print(f"Tunnelling factor on the hop rate, {T_use:.0f} K = {tunnelling:.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
TESTS OF THE LAW
c = 0.01: solved current/(2 Gamma sinh u) = 0.009900, c(1-c) = 0.009900
c = 0.25: solved current/(2 Gamma sinh u) = 0.187500, c(1-c) = 0.187500
c = 0.50: solved current/(2 Gamma sinh u) = 0.250000, c(1-c) = 0.250000
c = 0.75: solved current/(2 Gamma sinh u) = 0.187500, c(1-c) = 0.187500
Occupancy at maximum solved current = 0.5000
3D, 3 vacancies on 27 sites: solved 0.102564, counted 0.102564
Largest zero-field drift, exclusion only = 0.0e+00 Gamma
Largest zero-field drift, with repulsion = 5.52 Gamma
Ring of 10: slowest relaxation rate, M=1..9: 0.381966 to 0.381966 Gamma
Ring of 12, repulsion 4 kT: peak at M = 4 (searched M = 0 to 6)
  scaled current at that peak = 0.2210, at M = 6: 0.1168
Two traps 3 kT deep on 27 sites: solved current ratio = 0.4143
EXAMPLE INPUTS (rough)
Dy fraction of cations = 0.04; charge number Z = 2
Oxygen site spacing = 0.255 nm
Migration barrier = 0.70 eV; attempt = 1e+13 Hz
Relative permittivity = 30; film = 10 nm
Field = 1.0 MV/cm; pulse = 1e-06 s
EXAMPLE RESULTS
Vacancy occupancy c = 0.0100; c(1-c) = 0.0099
Vacancy occupancy at Dy fraction 1 = 0.25
Model conductivity there / model maximum = 0.75
T = 358 K: kT = 0.03085 eV, Gamma = 1.399e+03 /s
  conductivity = 1.128e-08 S/cm, model maximum (c=1/2) = 2.848e-07 S/cm
T = 873 K: kT = 0.07523 eV, Gamma = 9.098e+08 /s
  conductivity = 3.009e-03 S/cm, model maximum (c=1/2) = 7.598e-02 S/cm
Conductivity at 358 K in SI = 1.128e-06 S/m
Vacancy density = 6.031e+20 /cm3
Vacancy mobility at 358 K = 5.837e-11 cm2/Vs
Current density at the field, 358 K = 1.261e-02 A/cm2
Charge passed in the pulse = 0.0126 uC/cm2
Dielectric relaxation time = 2.355e-04 s
Charge that screens the field = 2.66 uC/cm2
Total vacancy charge in the film = 193 uC/cm2
NEGLECTED EFFECTS
Field: u = 0.827, sinh(u)/u = 1.118
Mean vacancy distance = 1.184 nm
Vacancy repulsion there = 0.162 eV = 5.3 kT at 358 K, 2.2 kT at 873 K
Dy-vacancy continuum attraction at 0.221 nm = 0.43 eV
Share of oxygen sites next to Dy = 0.151
Dy trap 0.1 eV: conductivity factor 2.22e-01 at 358 K, 7.10e-01 at 873 K
Dy trap 0.2 eV: conductivity factor 1.08e-02 at 358 K, 3.44e-01 at 873 K
Dy trap 0.4 eV: conductivity factor 1.66e-05 at 358 K, 3.38e-02 at 873 K
Half the sites lower by 0.1 eV: factor 0.077 at 358 K
Tunnelling factor on the hop rate, 358 K = 1.075
ALL CHECKS PASSED
```
